# Why a lattice-aligned dopant need not be electrically active

**Question**

I implanted donors into a semiconductor with the diamond structure and annealed it. Ion channeling along \(\langle100\rangle\) says that about 98% of the donors are on lattice sites. A carrier measurement finds only half as many conduction electrons as donors. A donor on a lattice site has one valence electron more than the host atom it replaces, so I expected one carrier per substitutional donor. Must one of the two measurements be wrong? If not, where are the missing electrons, and can these two measurements tell me?

**Answer**

Both measurements can be right. Channeling tests where the donor nucleus sits. Whether the donor's extra electron reaches the conduction band depends also on the empty electron states that nearby or distant defects offer. I take the vacancy as the defect, because its electrons can be counted explicitly.

**Three fractions to keep apart**

Let \(N\) be the concentration of donors, all on lattice sites. Some are isolated; others have a vacancy as nearest neighbour. Write \(D_jV\) for a vacancy with \(j\) donor neighbours, \(0\le j\le4\), and \(C_j\) for its concentration. No donor is shared between two vacancies. The isolated donors number

\[
N_{\rm iso}=N-\sum_j jC_j .
\]

The site fraction is 1, the isolated fraction is \(N_{\rm iso}/N\), and the active fraction is \(n/N\), with \(n\) the conduction-electron concentration. These are three different quantities.

Call \(D_jV\) neutral when it holds all the electrons its own atoms brought. If it has captured \(q_j\) more on average, its charge is \(-q_je\), where \(e>0\). I assume n-type material with negligible holes, no positively charged complexes, and doping heavy enough that isolated donors are ionised. Charge neutrality then reads

\[
N_{\rm iso}=n+\sum_j q_jC_j .
\]

Inserting \(N_{\rm iso}\) and solving for \(n\),

\[
\boxed{\,n=N-\sum_j (j+q_j)\,C_j\,}
\]

The two terms in the bracket are two mechanisms. The \(j\) donors bound to the vacancy keep their extra electrons in the complex: this is neutral complex formation. The \(q_j\) captured electrons come from donors elsewhere: this is compensation. Neither requires a donor to leave its site. What remains is to find how large \(q_j\) can be.

**How many electrons can a vacancy hold?**

Consider a periodic cell of \(M\) sites with four hybrid orbitals per atom, each pointing along one bond. The one-electron Hamiltonian has three parts:

- the two hybrids of a bond are coupled by \(-V_2\), with \(V_2>0\);
- on each atom, \(V_1<0\) fills the whole \(4\times4\) block, diagonal included;
- the four hybrids of a donor are lowered by \(\Delta>0\), for its more attractive core.

Energies are measured from the atomic p level. Indeed, a combination of hybrids whose amplitudes sum to zero has intra-atomic energy 0, while the equal-amplitude, s-like combination has \(4V_1\). Repulsion between electrons and the long-range Coulomb field of the donor are left out.

First set \(V_1=\Delta=0\). Each bond is then a separate two-level problem with energies \(-V_2\) and \(+V_2\). The perfect cell has \(2M\) bonds. Removing one atom deletes four orbitals and cuts four bonds, leaving

- \(2M-4\) bonding levels at \(-V_2\),
- 4 dangling hybrids at 0,
- \(2M-4\) antibonding levels at \(+V_2\).

The total is \(4M-4\), as it must be. Numbering the levels from below, \(E^{(0)}_{2M}=0\) and \(E^{(0)}_{2M+1}=V_2\).

Now add the other terms, together called \(W\). A \(4\times4\) block with all entries \(V_1\) has eigenvalues \(4V_1,0,0,0\), and the donor term has eigenvalues \(-\Delta\) and 0. For every normalised state, therefore,

\[
-(4|V_1|+\Delta)\le\langle W\rangle\le 0 .
\]

The \(k\)-th level is the minimum, over all \(k\)-dimensional subspaces, of the largest energy expectation value in the subspace. Adding \(W\) moves every expectation value by an amount between these two bounds, so each ordered level moves by an amount between the same bounds. This is Weyl's inequality. Applied to the two levels of interest, it gives

\[
E_{2M}\le0,\qquad E_{2M+1}\ge V_2-4|V_1|-\Delta .
\]

If the right-hand bound is positive, a gap separates the lowest \(2M\) orbitals from the rest, wherever the donors sit. With two spins, the lower group holds \(4M\) electrons.

The neutral cell with one vacancy and \(j\) donors contains \(4(M-1)+j\) electrons. The number of free places is

\[
4M-\big[4(M-1)+j\big]=4-j .
\]

Hence

\[
0\le q_j\le4-j,\qquad j\le j+q_j\le4 .
\]

Under this condition a complex \(D_jV\) removes at least \(j\) and at most four carriers. For \(D_4V\) the limits coincide: it is neutral, has no free place, and removes four.

The condition \(V_2>4|V_1|+\Delta\) is a real restriction. The gap of the perfect host runs from \(-V_2\) to \(V_2-4|V_1|\), so the condition asks for a gap wider than \(V_2+\Delta\), which is several eV for bond couplings of the usual size. A host with a gap near 1 eV, such as silicon or germanium, does not meet it. With \(V_2=4.1\) eV and \(V_1=-1.8\) eV, for example, the gap is 1.0 eV and the conduction edge lies at \(-3.1\) eV, below the energy \(V_1\) of an uncoupled dangling hybrid, so this model no longer places the vacancy levels in the gap. For such hosts \(4-j\) remains the number of places in the four dangling orbitals, but it limits the carrier loss in this way only if their levels lie below the conduction edge. That has to come from a fuller calculation or from experiment.

Without the vacancy the result is different. At \(V_1=\Delta=0\) the cell has \(2M\) bonding levels at \(-V_2\) and \(2M\) antibonding levels at \(+V_2\). The same inequality keeps the two groups apart. There are \(4M+j\) electrons for \(4M\) lower places, so \(j\) electrons must go above the gap. This is the situation your expectation describes.

**A check in a 64-site cell**

Take \(V_2=4.0\) eV, \(V_1=-0.8\) eV and \(\Delta=0.5\) eV. These are round model values, chosen to keep the gap clear, and they do not describe a particular semiconductor. The guaranteed floor of the upper group is

\[
4.0-4(0.8)-0.5=0.3\ \text{eV}.
\]

Diagonalization gives 4, 3, 2, 1 and 0 free places for \(j=0,1,2,3,4\). Four donors without a vacancy put four electrons above the gap.

In \(D_4V\), four filled levels lie between \(-1.252\) and \(-1.241\) eV, well above the valence top at \(-4.000\) eV. On average 89% of their weight is on the four donor hybrids that face the vacancy. They can be read as lone pairs: each donor brings five valence electrons, uses three in its remaining bonds, and keeps two in the hybrid that has lost its partner. A donor with three bonds and a lone pair has no loosely held electron to give.

The lowest empty level of this cell is at 0.849 eV, slightly above the perfect-cell conduction bottom at 0.800 eV, although the donor shift is attractive. There is no contradiction. Deleting orbitals cannot lower a level of given order, because it restricts the subspaces available in the minimum. The vacancy may therefore raise level \(2M+1\), and here that rise exceeds the lowering by the donors.

**Does the donor have to be next to the vacancy?**

The count of places did not use the donors' positions. Four donors placed away from the vacancy also fill its four places. With six donors and one vacancy, two electrons remain above the gap, whether four of the donors surround the vacancy or none does.

This separates binding from carrier loss. If every available place is filled, \(q_j=4-j\), and the balance becomes

\[
n=N-4\sum_jC_j .
\]

In that limit, and for vacancies that are not neighbours of each other, the loss depends on the number of vacancies and not on how many donors are attached to them. Two adjacent vacancies cut seven bonds and leave six dangling hybrids, which offer six places rather than eight. Binding changes the charges: a distant vacancy with four captured electrons has charge \(-4e\) and leaves four positive donors behind, whereas \(D_4V\) and its donors form one neutral object.

The limit is a ceiling. Each captured electron is repelled by those already present, and the one-electron model omits this cost. A real complex may therefore stop at a smaller \(q_j\). The count says how many places exist; the energies of the charge states decide how many are used.

**When is a place actually filled?**

Consider \(DV\), with \(j=1\), and let it accept at most one extra electron. Let \(E_t\) be the energy needed to add that electron, repulsion included, measured from the conduction-band edge. The neutral complex has an odd number of electrons, and I take it as a spin doublet without further degeneracy. The negative complex is taken as a singlet. At Fermi level \(E_F\), their statistical weights are

\[
w_0=2,\qquad w_-=e^{-(E_t-E_F)/kT}.
\]

The mean number of captured electrons is

\[
q_1=\frac{w_-}{w_0+w_-}=\frac{1}{1+2e^{(E_t-E_F)/kT}} .
\]

The last form follows on dividing numerator and denominator by \(w_-\). If \(E_t\) lies many \(kT\) below \(E_F\), then \(q_1\to1\), and each \(DV\) removes two carriers. If it lies many \(kT\) above, \(q_1\to0\), and each removes one. An acceptor-like defect compensates to the extent that its level is filled.

To find \(E_F\) we need the carrier density. For one isotropic band of mass \(m\),

\[
n=2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{1}{e^{(\hbar^2k^2/2m-E_F)/kT}+1}.
\]

Put \(z=e^{E_F/kT}\). For \(z<1\) the Fermi function is the geometric series \(\sum_{l\ge1}(-1)^{l+1}z^l e^{-l\hbar^2k^2/2mkT}\). Each term is a Gaussian integral,

\[
2\int\!\frac{d^3k}{(2\pi)^3}\,e^{-l\hbar^2k^2/2mkT}
=\frac{N_c}{l^{3/2}},\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
\]

Summing the series gives

\[
n=N_c\sum_{l\ge1}\frac{(-1)^{l+1}z^l}{l^{3/2}}
=-N_c\,{\rm Li}_{3/2}\!\left(-e^{E_F/kT}\right),
\]

where \({\rm Li}_{3/2}\) is the polylogarithm. Its analytic continuation covers \(z\ge1\), which is needed here because heavy doping pushes \(E_F\) into the band. For \(z\ll1\) the first term suffices, and \(n\approx N_ce^{E_F/kT}\).

**Two samples with the same carrier density**

Take \(N=1.00\times10^{20}\ \text{cm}^{-3}\), \(T=300\) K and \(m\) equal to the free-electron mass. Then \(kT=0.02585\) eV and \(N_c=2.51\times10^{19}\ \text{cm}^{-3}\). The defect concentrations are chosen inputs, regarded as frozen in after the anneal; I do not derive which complexes form.

*Sample A* has isolated donors alone, so \(n=N\).

*Sample B* has half its donors in \(D_4V\), with \(C_4=1.25\times10^{19}\ \text{cm}^{-3}\). Since \(q_4=0\),

\[
n=\big[10.0-4(1.25)\big]\times10^{19}
=5.0\times10^{19}\ \text{cm}^{-3}.
\]

*Sample C* has a quarter of its donors in \(DV\), with \(C_1=2.50\times10^{19}\ \text{cm}^{-3}\) and \(E_t=-0.4\) eV. Solving the neutrality condition together with \(q_1(E_F)\) and \(n(E_F)\) gives \(E_F=0.036\) eV. The exponent in \(q_1\) is \((-0.4-0.036)/0.02585\approx-17\), so \(q_1\) falls short of 1 by only about \(10^{-7}\). Therefore

\[
n=\big[10.0-(1+1)(2.50)\big]\times10^{19}
=5.0\times10^{19}\ \text{cm}^{-3}.
\]

In SI units both densities are \(5.0\times10^{25}\ \text{m}^{-3}\). The active fraction is 0.50 in both samples, and the site fraction is 1 in both. Yet the isolated fraction is 0.50 in B and 0.75 in C. Sample B loses four carriers at each of its vacancies; sample C has twice as many vacancies and loses two at each.

The charged centres differ as well. B contains \(5.0\times10^{19}\) positive donors per cm\(^3\) and no charged complexes. C contains \(7.5\times10^{19}\) positive donors and \(2.5\times10^{19}\) negative complexes per cm\(^3\), twice as many charged centres in all.

*Control C′* is sample C with the acceptor level moved to 0.3 eV above the band edge. Now \(E_F=0.055\) eV and \(q_1\approx4\times10^{-5}\). The level stays practically empty, and \(n=7.5\times10^{19}\ \text{cm}^{-3}\). The bound donors are still lost, but compensation has gone. A level inside the band would in reality be broadened by coupling to band states, which this control ignores.

**What if there are more traps than isolated donors?**

Setting \(q_1=1\) in the balance gives \(n=N-2C_1\), which becomes negative for \(C_1>N/2\). The fault is then in the assumption \(q_1=1\), since there are not enough electrons to fill all the acceptor levels. For a deep level and \(n\ll N_{\rm iso}\), neutrality gives instead

\[
q_1\approx\frac{N-C_1}{C_1}<1 .
\]

To find the Fermi level, invert the occupation formula. From \(1/q_1-1=2e^{(E_t-E_F)/kT}\),

\[
E_F=E_t+kT\ln\frac{2q_1}{1-q_1}.
\]

The Fermi level stays within a few \(kT\) of the acceptor level unless \(q_1\) is close to 0 or 1. For \(C_1=3N/4\), for instance, \(q_1=1/3\) and \(E_F=E_t\), so that \(n\approx N_ce^{E_t/kT}\). A quarter of the donors are then isolated and ionised, but almost all their electrons are held by complexes. This estimate still requires negligible holes, so \(E_t\) must lie well above the valence band on the scale of \(kT\).

**Why does channeling not see the difference?**

A donor next to a vacancy may relax a little, so one might hope to recognise it by its displacement. Let \(s\) be the displacement perpendicular to the \(\langle100\rangle\) atomic row; a displacement along the row does not move the donor out of it. In a diamond lattice of constant \(a\), the eight atoms of a cubic cell project onto eight different points of an area \(a^2\), so each row owns the area

\[
A=\frac{a^2}{8}.
\]

Let the beam enter parallel to the rows. An ion entering at distance \(r\) from a row has no transverse kinetic energy, and its transverse energy is the row potential at \(r\). It cannot come closer to a row than \(r\), if the potential contours are circles. I assume that the ions reach statistical equilibrium in the transverse plane. In two dimensions the available momentum space at fixed transverse energy is the same at every allowed point, so the ion is spread uniformly over the accessible area \(A-\pi r^2\).

A donor at distance \(s\) is reached by ions that entered at \(r\le s\). The fraction entering between \(r\) and \(r+dr\) is \(2\pi r\,dr/A\), and each contributes a density \(A/(A-\pi r^2)\) relative to a uniform beam. The relative flux at the donor is

\[
F(s)=\int_0^s\frac{2\pi r\,dr}{A-\pi r^2}
=-\ln\!\left(1-\frac{\pi s^2}{A}\right),
\]

using the substitution \(u=\pi r^2\). For small displacements

\[
F(s)\approx\frac{\pi s^2}{A}.
\]

The signal begins quadratically in \(s\), which is why small relaxations are hard to see.

For \(a=5.4\) Å, \(A=3.645\) Å\(^2\). The formula gives \(F=0.009\), 0.035 and 0.081 for \(s=0.1\), 0.2 and 0.3 Å. A sum over entry points in a square lattice of row potentials, without the assumption of circular contours, agrees within the 3% tolerance of the test. It does keep the assumption of statistical equilibrium, so it does not test that assumption. Ions that have not fully equilibrated can give a flux near the rows noticeably different from \(F(s)\), which is therefore an estimate and not a precise yield. For displacements comparable with the row spacing the circular approximation is no longer justified.

Let a fraction \(b\) of the donors be bound and displaced by \(s\), and the rest lie exactly in the rows. In a rigid lattice without dechanneling the aligned donors give no yield, and the displaced ones give \(bF\) relative to a randomly directed beam. The apparent substitutional fraction is

\[
f_{\rm app}=1-bF(s).
\]

With an assumed \(s=0.2\) Å,

\[
\begin{aligned}
\text{B:}\quad f_{\rm app}&=1-0.50(0.0351)\approx0.982,\\
\text{C:}\quad f_{\rm app}&=1-0.25(0.0351)\approx0.991 .
\end{aligned}
\]

In this estimate, half the carriers can be missing while the apparent substitutional fraction is still about 98 or 99%. The closeness to your 98% is not a fit, since \(s\) was assumed and \(F\) rests on equilibrium: a flux twice as large would give \(1-0.50(0.070)\approx0.965\) for B. What is robust is that the fraction stays in the high nineties. Thermal vibrations, beam divergence and dechanneling add yield of their own, and a real analysis must account for them before interpreting a difference of one per cent.

**What you can conclude from your data**

The high aligned fraction argues against most donors being far from the \(\langle100\rangle\) rows. One axis alone does not exclude a position displaced along the row. The tetrahedral interstitial site at \((\tfrac12,\tfrac12,\tfrac12)a\) is such a position: it lies exactly on a \(\langle100\rangle\) row, but in the open channel along \(\langle110\rangle\). Other channeling directions are needed to establish that the donors are on lattice sites. The halved carrier density says that

\[
\sum_j(j+q_j)C_j\approx\frac N2,
\]

provided that vacancies and their complexes are the responsible defects and that the isolated donors are ionised. This is one equation for several unknowns. Samples B and C both satisfy it, so your two measurements cannot choose between neutral complexes and compensation. That needs a third measurement, sensitive to the donor's immediate neighbours or to the number of charged centres. The numerical output below lists the values for samples A, B, C and C′.

## Computed values

```
Model bond coupling V2 = 4.0 eV, intra-atomic V1 = -0.8 eV
Model donor shift Delta = 0.5 eV; sites in cell = 64
Perfect cell: valence top -4.000 eV, conduction bottom 0.800 eV
Guaranteed floor of upper levels = 0.30 eV
D_0V complex: free electron places below gap = 4
D_1V complex: free electron places below gap = 3
D_2V complex: free electron places below gap = 2
D_3V complex: free electron places below gap = 1
D_4V complex: free electron places below gap = 0
4 donors, no vacancy: electrons above gap = 4
4 donors away from vacancy: free places = 0
6 donors + 1 vacancy, 4 bound: electrons above gap = 2
6 donors + 1 vacancy, none bound: electrons above gap = 2
D_4V: valence top -4.000 eV
D_4V: four filled gap levels -1.252 to -1.241 eV
D_4V: lowest empty level 0.849 eV
D_4V: weight of gap levels on hybrids facing vacancy = 0.889
Temperature 300 K, kT = 0.02585 eV, band density N_c = 2.509e+19 cm^-3
Donor total N = 1.00e+20 cm^-3, all on lattice sites
Sample B: D_4V density = 1.250e+19 cm^-3
Samples C, C': DV density = 2.500e+19 cm^-3
Acceptor level from band edge: C -0.4 eV, C' 0.3 eV
Sample A: isolated donors 1.000e+20 cm^-3, n = 1.000e+20 cm^-3
   active fraction n/N = 1.0000, Fermi level 0.0703 eV
Sample B: isolated donors 5.000e+19 cm^-3, n = 5.000e+19 cm^-3
   active fraction n/N = 0.5000, Fermi level 0.0356 eV
Sample C: isolated donors 7.500e+19 cm^-3, n = 5.000e+19 cm^-3
   active fraction n/N = 0.5000, Fermi level 0.0356 eV
Sample C': isolated donors 7.500e+19 cm^-3, n = 7.500e+19 cm^-3
   active fraction n/N = 0.7500, Fermi level 0.0546 eV
Captured electrons per DV: C 1 - 9.6e-08, C' 3.8e-05
Lattice constant 5.4 angstrom, area per <100> row 3.6450 angstrom^2
Displacement 0.1 angstrom: relative flux F = 0.0087 (lattice sum 0.0086)
Displacement 0.2 angstrom: relative flux F = 0.0351 (lattice sum 0.0351)
Displacement 0.3 angstrom: relative flux F = 0.0807 (lattice sum 0.0807)
Sample B: bound fraction 0.50, apparent substitutional fraction 0.9825
Sample C: bound fraction 0.25, apparent substitutional fraction 0.9912
```
